# Quantum capacitance of a degenerate ballistic two-dimensional channel

**Setting.** Electrons in a transistor channel occupy one parabolic subband with a single valley, twofold spin and in-plane mass $m=0.041\,m_0$. The subband edge $U(x)$ varies only along the transport direction $x$, which points from source to drain, and has one maximum, the barrier top, between the two contacts. Each contact injects electrons in equilibrium with its own Fermi level, $\mu_S$ or $\mu_D=\mu_S-qV_D$, where $q>0$ is the elementary charge. Let $u=\mu_S-U_{\max}$, and let $n$ be the sheet density at the barrier top. The quantum capacitance per area is

$$C_Q=q^2\left(\frac{\partial n}{\partial u}\right)_{V_D}.$$

Take $T=300$ K, so $kT=25.85$ meV, and $\hbar^2/m=1.8585$ eV nm². Write $f(\varepsilon)=1/(1+e^{-\varepsilon/kT})$ for the occupation of a state lying $\varepsilon$ below a Fermi level.

## (a) Equilibrium

**Question.** Find the density of states and the degenerate equilibrium value of $C_Q$.

**Answer.** In a large area $A$ each allowed wavevector takes up an area $(2\pi)^2/A$ of $k$ space. With two spins, the number of states per area inside a circle of radius $k$ is

$$\frac{2\,\pi k^2}{(2\pi)^2}=\frac{k^2}{2\pi}=\frac{m\varepsilon}{\pi\hbar^2},\qquad \varepsilon=\frac{\hbar^2k^2}{2m}.$$

Its derivative with respect to $\varepsilon$ is the density of states,

$$g=\frac{m}{\pi\hbar^2}=\frac{1}{\pi(1.8585\ \text{eV nm}^2)}=1.713\times10^{13}\ \text{eV}^{-1}\text{cm}^{-2},$$

which does not depend on energy. For $u\gg kT$ the states are filled up to $\mu_S$, so $n=gu$ and

$$C_Q=q^2g=(1.602\times10^{-19}\ \text{C})(1.713\times10^{13}\ \text{V}^{-1}\text{cm}^{-2})=2.74\ \mu\text{F/cm}^2.$$

One factor $q$ has turned eV$^{-1}$ into V$^{-1}$; the other is the charge per electron.

## (b) Which contact fills which state

**Question.** There are no collisions and the motion along $x$ is classical. Which contact fills the states with $v_x>0$ and $v_x<0$ at the barrier top? Does the same rule hold on the source side of the top?

**Answer.** Without collisions the occupation of a state is constant along its trajectory, so the trajectory is followed back to a contact. Since $U$ depends on $x$ alone, the transverse momentum is conserved, and so is

$$E_x=\tfrac12mv_x^2+U(x).$$

A state at the top with $v_x\neq0$ has $E_x>U_{\max}$. Then $\tfrac12mv_x^2=E_x-U(x)$ is positive everywhere, and the electron never turned round. States with $v_x>0$ therefore came from the source, and states with $v_x<0$ from the drain.

On the source side of the top, a state with $v_x<0$ and $E_x<U_{\max}$ came from the source, climbed the barrier and was turned back. The rule fails there.

A numerical case shows the difference. Take

$$U(x)=0.15\,e^{-(x/12)^2}-0.25\left[1+\tanh\frac{x-15}{8}\right]\ \text{eV},\quad x\text{ in nm}.$$

Trajectories were traced back from 23 equally spaced speeds in each direction, with kinetic energies from 1.25 meV to 0.18 eV. At the top all of them obeyed the rule. At 8 nm towards the source, 12 of the 23 backward-moving states came from the source. That count depends on the chosen speeds and barrier; the existence of reflected states does not.

## (c) Ballistic saturation

**Question.** Derive $C_Q$ for any $V_D$. By what factor does ballistic saturation change the degenerate equilibrium value?

**Answer.** The energy is even in $k_x$, so half of the states at each energy have $v_x>0$. Each half has density of states $g/2$. With $\varepsilon$ measured from the subband edge at the top,

$$n=\frac g2\int_0^\infty\left[f(u-\varepsilon)+f(u-qV_D-\varepsilon)\right]d\varepsilon .$$

The function $-kT\ln(1+e^{(u-\varepsilon)/kT})$ has the derivative

$$\frac{e^{(u-\varepsilon)/kT}}{1+e^{(u-\varepsilon)/kT}}=f(u-\varepsilon)$$

with respect to $\varepsilon$, and it vanishes as $\varepsilon\to\infty$. Hence

$$n=\frac{gkT}{2}\left[\ln\!\left(1+e^{u/kT}\right)+\ln\!\left(1+e^{(u-qV_D)/kT}\right)\right].$$

At fixed $V_D$, $kT\,\partial_u\ln(1+e^{u/kT})=f(u)$, and likewise for the second term. Therefore

$$C_Q=\frac{q^2g}{2}\left[f(u)+f(u-qV_D)\right].$$

At $V_D=0$ this is $q^2g\,f(u)$. In saturation, when both $qV_D$ and $qV_D-u$ are much larger than $kT$, the drain term is negligible and $C_Q=\tfrac12q^2g\,f(u)$. At equal $u$ the ratio is one half for any degeneracy. For a degenerate channel $f(u)\to1$, and

$$C_Q^{\text{sat}}=\frac{q^2m}{2\pi\hbar^2}=\frac{2.744}{2}=1.37\ \mu\text{F/cm}^2,$$

or about 1.4 µF/cm². The density of states of the material has not changed. Raising $u$ now adds electrons to the forward half of $k$ space alone, because the drain Fermi level lies far below the subband edge.

## (d) Comparison at equal density

**Question.** Is $C_Q$ still halved if the two situations are compared at the same $n$ instead of the same $u$?

**Answer.** In both situations $n=N\ln(1+e^{u/kT})$, with $N=N_0=gkT$ at equilibrium and $N=N_0/2$ in saturation. Inverting, $1+e^{u/kT}=e^{n/N}$, so

$$f(u)=1-\frac{1}{1+e^{u/kT}}=1-e^{-n/N},\qquad C_Q=\frac{q^2N}{kT}\left(1-e^{-n/N}\right).$$

The ratio of saturation to equilibrium at equal density is

$$R=\frac12\,\frac{1-e^{-2n/N_0}}{1-e^{-n/N_0}}=\frac12\left(1+e^{-n/N_0}\right),$$

where the numerator was factored as a difference of squares. Here $N_0=4.43\times10^{11}$ cm⁻². At $n=10^{10}$ cm⁻² the ratio is 0.989, and at $2\times10^{12}$ cm⁻² it is 0.505.

A dilute gas is thus hardly affected. Expanding for $n\ll N$ gives $C_Q=q^2n/kT$, from which the number of available states has dropped out. At equal density, the halving requires degeneracy.

## (e) The gate capacitance

**Question.** The channel is a 7 nm well of relative permittivity 13.9 under 3 nm of oxide of relative permittivity 20. The gate voltage $V_{ov}$, measured from the point where an empty channel would have $u=0$, is held at 0.25 V. Find how $C_Q$ and the gate capacitance $C_G=q(\partial n/\partial V_{ov})_{V_D}$ change as the drain is turned on. Neglect the drain's electrostatic influence on the barrier.

**Answer.** Approximate the channel charge by a thin sheet at the middle of the well. The oxide contributes $20\epsilon_0/(3\ \text{nm})=5.90$ µF/cm² and the half-well $13.9\epsilon_0/(3.5\ \text{nm})=3.52$ µF/cm². In series they give $C_e=2.204$ µF/cm².

The gate voltage supplies the shift of the subband edge and the voltage across $C_e$:

$$V_{ov}=\frac uq+\frac{qn}{C_e}.$$

At fixed $V_D$, the definition of $C_Q$ gives $d(qn)=C_Q\,du/q$. Dividing $dV_{ov}=du/q+d(qn)/C_e$ by $d(qn)$,

$$\frac1{C_G}=\frac1{C_Q}+\frac1{C_e},\qquad C_G=\frac{C_eC_Q}{C_e+C_Q}.$$

Solving the charge balance with $n$ from part (c) gives the following values, with capacitances in µF/cm².

| $V_D$ (V) | $u$ (eV) | $n$ ($10^{12}$ cm⁻²) | $C_Q$ | $C_G$ |
|---|---|---|---|---|
| 0 | 0.111 | 1.91 | 2.707 | 1.215 |
| 0.05 | 0.125 | 1.72 | 2.661 | 1.205 |
| 0.10 | 0.138 | 1.55 | 2.477 | 1.166 |
| 0.20 | 0.153 | 1.34 | 1.557 | 0.912 |
| 0.50 | 0.154 | 1.32 | 1.368 | 0.844 |

In the last row $qn=0.211$ µC/cm², so the balance reads $0.154+0.211/2.204=0.250$ V. The series formula gives $2.204\times1.368/3.572=0.844$ µF/cm².

At fixed $u$, a drain voltage removes electrons. To restore the balance at fixed $V_{ov}$, $u$ must rise, and $qn=C_e(V_{ov}-u/q)$ then falls. The density drops from the first 0.05 V onwards, while $C_Q$ at first stays nearly constant: it depends on the occupation at the subband edge, which remains high until $\mu_D$ approaches that edge. The drain term is at half its full value when $qV_D=u$.

Between the first and last rows $C_Q$ falls by the factor 0.505. The small excess over one half arises because $f(u)$ rises from 0.987 to 0.997. The gate capacitance falls only by the factor 0.695, since $C_e$ is unchanged. It would be halved as well only in the limit $C_e\gg C_Q$.

The thin sheet underestimates $C_e$. If the charge is instead spread over the lowest hard-wall state, solved together with the electrostatic potential, $C_e$ is about 2.56 µF/cm². Then $C_G$ is about 1.33 µF/cm² at equilibrium and 0.89 µF/cm² in saturation, a factor of 0.67. For hard walls and a parabolic band, the thin sheet therefore shifts the values in the table by up to about 10%. With a substrate barrier of 0.5 eV the state moves away from the gate, $C_e$ is about 2.3 µF/cm², and the shift is about 4% or less. The conclusion is the same. The nonparabolic band of part (f) changes $C_G$ by more.

## (f) Scattering and a real channel

**Question.** Let carriers be scattered back with mean free path $\lambda=100$ nm over the first $\ell=10$ nm beyond the top, and let none return from farther on. Find the saturated $C_Q$. Then judge the value of part (c) for an In$_{0.53}$Ga$_{0.47}$As quantum well.

**Answer.** Suppose each collision conserves energy and reverses $v_x$, with the same $\lambda$ for all states. The forward and backward fluxes $F_+$ and $F_-$ obey

$$\frac{dF_+}{dx}=-\frac{F_+-F_-}{\lambda},\qquad \frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}.$$

The second sign follows because the backward flux grows towards smaller $x$. Subtracting shows that $F_+-F_-=J$ is constant. With $F_-(\ell)=0$, integration gives $F_-(0)=J\ell/\lambda$ and $F_+(0)=J(1+\ell/\lambda)$, so the returned fraction is

$$r=\frac{F_-(0)}{F_+(0)}=\frac{\ell}{\ell+\lambda}=0.091.$$

The backward states at the top now have occupation $r$ times that of the forward states. With $r$ independent of $u$, the degenerate result is

$$C_Q=(1+r)\frac{q^2g}{2}=1.50\ \mu\text{F/cm}^2,$$

which is 9% above the ballistic value. For $\ell\gg\lambda$, $r\to1$ and the equilibrium value returns.

The mass, well, oxide and voltages are rough typical values for an In$_{0.53}$Ga$_{0.47}$As quantum-well transistor, but 0.041 is the mass at the bulk band edge. The parabolic band is the assumption that matters most among those estimated here. A simple nonparabolic band, with $E$ measured from the bulk edge and $k_z=\pi/(7\ \text{nm})$ for hard walls, is

$$E(1+\alpha E)=\frac{\hbar^2(k^2+k_z^2)}{2m},\qquad \alpha\approx1.2\ \text{eV}^{-1}\ \text{(rough)}.$$

Differentiating at fixed $k_z$ gives $(1+2\alpha E)\,dE=\hbar^2k\,dk/m$, so $g$ is multiplied by $1+2\alpha E$. The subband edge lies at 0.157 eV. At the saturated Fermi level $E=0.157+0.154=0.311$ eV, and the factor is 1.75. Keeping the $u$ values of part (e), $C_Q$ becomes about 4.5 µF/cm² at equilibrium and 2.4 µF/cm² in saturation. Their ratio is 0.54 because the two $u$ differ; at equal $u$ the division into two halves still holds. These values are for hard walls. With a finite substrate barrier of about 0.5 eV and $u$ recalculated from the charge balance, they fall to 3.9–4.0 and 2.1–2.2 µF/cm², depending on how the barrier is modelled. With $C_e=2.204$ µF/cm², $C_G$ is then about 1.41 and 1.09 µF/cm², a factor of 0.77 instead of 0.695. The figure of 1.4 µF/cm² therefore applies if 0.041 is the in-plane mass of the subband at the Fermi level, and is too low for this thin well if it is the bulk mass.

The other estimates use the saturated channel of part (e):

- For hard walls the second subband lies about 0.32 eV above the first and adds 0.2% to $C_Q$. A substrate barrier of about 0.5 eV reduces the spacing to roughly 0.25 eV and raises the share to about 3% at this $u$, or to 1–2% when $u$ is recalculated for the nonparabolic band.
- A satellite valley roughly 0.5 eV above the bulk edge has a Boltzmann factor of $7\times10^{-4}$, before its larger density of states is counted.

- If the barrier falls parabolically by $kT$ in 10 nm, so that $\tfrac12m\omega^2\ell^2=kT$, a state with forward energy $\delta$ above the top is reflected with probability $1/(1+e^{\delta/\delta_0})$, where $\delta_0=\hbar\omega/2\pi=4.9$ meV. This is 27% at $\delta=\delta_0$ and falls to 5% at 14.5 meV. Roughly a tenth of the states on the Fermi circle have a forward energy below $\delta_0$, and a fifth below 14.5 meV. For them the classical argument of part (b) is unreliable. This is a share of states, not an error in $C_Q$: for a smooth barrier of this curvature, the quantum states injected from the source give a $C_Q$ at the top within 0.3% of the classical value.

## Table of computed values

```
mass 0.041 m0, T 300 K, kT 25.85 meV
hbar^2/m 1.8585 eV nm2
density of states g 1.713e+13 1/(eV cm2)
degenerate C_Q, equilibrium 2.744 uF/cm2
degenerate C_Q, ballistic saturation 1.372 uF/cm2
well 7.0 nm, relative permittivity 13.9
oxide 3.0 nm, relative permittivity 20.0
C oxide 5.90, C to mid-well 3.52 uF/cm2
C_e in series 2.204 uF/cm2, V_ov 0.25 V
V_D (V), u (eV), n (1e12/cm2), C_Q, C_G (uF/cm2):
  0.00  0.1112  1.910  2.707  1.215
  0.05  0.1248  1.722  2.661  1.205
  0.10  0.1375  1.547  2.477  1.166
  0.20  0.1526  1.340  1.557  0.912
  0.50  0.1540  1.320  1.368  0.844
u/kT: equilibrium 4.30, saturation 5.96
f(u): equilibrium 0.9866, saturation 0.9974
f(u - q V_D) in saturation 1.5e-06
C_Q ratio saturation/equilibrium 0.505
C_G ratio saturation/equilibrium 0.695
C_Q ratio at equal n = 1e+10 /cm2: 0.989
C_Q ratio at equal n = 2e+12 /cm2: 0.505
8 nm upstream of the top: 12 of 23 sampled backward states come from the source
Neglected effects:
nonparabolicity 1.2 /eV, subband edge 0.157 eV
  density-of-states factor: eq 1.64, sat 1.75
  C_Q at the same u: eq 4.46, sat 2.39 uF/cm2
  their ratio 0.536
second subband above first: nonparabolic hard wall 0.319 eV
  parabolic, 0.5 eV substrate barrier 0.339 eV
  added share of C_Q, smaller gap 0.17 %
backscattering: path 100 nm, kT length 10 nm, r 0.091
  degenerate saturation C_Q with r 1.497 uF/cm2
tunnelling energy scale at the top 4.93 meV
  share of Fermi circle with less forward energy 11.5 %
gate-side field in the well 0.172 MV/cm
  upper estimate of subband shift -0.84 meV
satellite valley 0.5 eV above band edge, Boltzmann factor 6.8e-04
```
